\section*{Small-field deformation of a fluid-like conducting embryo of fixed volume, part 1}

(Sections cited here and not found follow in the second part.)

\section{Energy and force balance at small field}

A small metallic embryo lies inside an insulating film between two electrodes. A voltage polarizes the embryo. The field pulls the opposite charges at its two ends outward, in opposite directions, while interface tension tries to keep it round. The problem is to find the shape in which these tendencies balance when the field is weak.

The model rests on the following assumptions. The embryo is an uncharged, perfect conductor of fixed volume $V=4\pi a^3/3$, so $a$ is the radius of the sphere of equal volume. The host is a uniform, isotropic, linear dielectric with absolute permittivity $\epsilon=\epsilon_r\epsilon_0$. The electrodes are far from the embryo on the scale of $a$, and without the embryo they produce a uniform field $E$ along the $z$ axis. The interface tension $\gamma$ is constant and independent of the orientation of the surface. Atoms can move until the shape has reached equilibrium, and the host then holds no elastic stress. Gravity plays no part, and the temperature is fixed.

Let $L$ be the full length of the embryo along the field and $W$ its full width across it. The deformation is
\begin{equation}
D=\frac{L-W}{L+W}.
\end{equation}
It is positive for an embryo stretched along the field and zero for a sphere. Spherical coordinates $(r,\theta)$ are centred on the embryo, with $u=\cos\theta$. The Legendre polynomials needed are $P_1=u$, $P_2=(3u^2-1)/2$ and $P_3=(5u^3-3u)/2$.

\subsection*{(a) A slightly deformed shape of fixed volume}

\textit{Take the surface to be $r(\theta)=a[1+sP_2(u)+cs^2]$ with $|s|\ll1$. Find the constant $c$ that keeps the volume fixed to order $s^2$, and express $D$ through $s$ to first order.}

\textbf{Solution.} The harmonic $P_2$ is the simplest one that distinguishes the poles from the equator. Part (f) shows whether others are needed. The volume is
\begin{equation}
V=\frac{2\pi}{3}\int_{-1}^{1}r^3\,du .
\end{equation}
Expanding the cube to second order gives
\begin{equation}
\frac{r^3}{a^3}=1+3sP_2+3cs^2+3s^2P_2^2+O(s^3).
\end{equation}
The integral of $P_2$ over $u$ vanishes, and
\begin{equation}
\int_{-1}^{1}P_2^2\,du=\frac14\int_{-1}^{1}(9u^4-6u^2+1)\,du
=\frac14\left(\frac{18}{5}-4+2\right)=\frac25 .
\end{equation}
The integral of $r^3/a^3$ is therefore $2+6cs^2+6s^2/5$. It must equal 2, the value for the sphere, so $c=-1/5$ and
\begin{equation}
r(\theta)=a\left[1+sP_2(u)-\frac{s^2}{5}\right].
\label{shape}
\end{equation}
At the poles $P_2=1$, and at the equator $P_2=-1/2$. To first order,
\begin{equation}
L=2a(1+s),\qquad W=2a\left(1-\frac s2\right),\qquad
D=\frac{3s/2}{2+s/2}=\frac{3s}{4}+O(s^2).
\label{Ds}
\end{equation}
The length grows twice as much as the width shrinks, because there are two transverse directions and one axial direction.

\subsection*{(b) The cost in surface energy}

\textit{Find the area of the shape in part (a) to order $s^2$. What would happen if the term $-s^2/5$ were dropped?}

\textbf{Solution.} A strip of the surface has length $\sqrt{r^2+r_\theta^2}\,d\theta$ and circumference $2\pi r\sin\theta$, where $r_\theta=dr/d\theta$. Since $r_\theta$ is of order $s$, the square root may be expanded:
\begin{equation}
S=2\pi\int_{-1}^{1}r\sqrt{r^2+r_\theta^2}\,du
=2\pi\int_{-1}^{1}\left(r^2+\frac12r_\theta^2\right)du+O(s^4).
\end{equation}
The first term follows from
\begin{equation}
\frac{r^2}{a^2}=1+2sP_2-\frac{2s^2}{5}+s^2P_2^2+O(s^3),
\end{equation}
whose integral is $2-4s^2/5+2s^2/5=2-2s^2/5$. For the second term, $dP_2/d\theta=-3u\sin\theta$, so $r_\theta^2=9a^2s^2u^2(1-u^2)$ and
\begin{equation}
\frac12\int_{-1}^{1}\frac{r_\theta^2}{a^2}\,du
=\frac{9s^2}{2}\left(\frac23-\frac25\right)=\frac{6s^2}{5}.
\end{equation}
Adding the two contributions gives
\begin{equation}
S=2\pi a^2\left(2+\frac{4s^2}{5}\right)
=4\pi a^2\left(1+\frac{2s^2}{5}\right)+O(s^3).
\label{area}
\end{equation}
There is no term linear in $s$, because the sphere has the least area at given volume. Without the correction $-s^2/5$, the integral of $r^2/a^2$ would be $2+2s^2/5$ and the bracket in \eqref{area} would become $1+4s^2/5$. The apparent stiffness would double, since part of the added area would come from an unintended increase in volume.

\subsection*{(c) The electrical free energy at constant voltage}

\textit{The electrodes are kept at potential difference $V_0=Eh$, where $h$ is their separation. Show how the free energy changes when a neutral conductor with induced dipole moment $p$ is introduced. Include the work of the voltage source.}

\textbf{Solution.} Let $\phi_1=-Ez$ be the potential without the embryo, and $\phi_2$ the potential with it. Both obey Laplace's equation in the host outside the embryo and take the same values on the electrodes. Green's identity over the surface of this host region, with normal $n$ pointing out of the host, gives
\begin{equation}
\oint\epsilon\left(\phi_1\frac{\partial\phi_2}{\partial n}
-\phi_2\frac{\partial\phi_1}{\partial n}\right)dS=0 .
\end{equation}
The side boundary is taken so far away that it does not contribute. On any conductor this normal points into the metal, so the surface charge density is $\sigma=\epsilon\,\partial\phi/\partial n$.

On the electrodes the two potentials agree, and the integral gives the potential times the change in charge. If the positive electrode gains $\delta Q$, the negative one gains $-\delta Q$, because the embryo is neutral. The electrode contribution is $V_0\,\delta Q$. On the embryo, the first term is
\begin{equation}
\oint\phi_1\sigma\,dS=-E\oint z\sigma\,dS=-pE .
\end{equation}
The second term vanishes there: $\phi_2$ is constant on the embryo, and the uniform field has no net flux through a closed surface. Hence
\begin{equation}
V_0\,\delta Q=pE .
\end{equation}
The stored energy of conductors in a linear dielectric is half the sum of charge times potential. The neutral embryo adds nothing to that sum, so the stored energy rises by $V_0\delta Q/2=pE/2$. The source has meanwhile supplied the work $V_0\delta Q=pE$. The free energy of embryo, host and source together changes by
\begin{equation}
\Delta F_{\rm el}=\frac12pE-pE=-\frac12pE .
\label{elenergy}
\end{equation}
The stored field energy alone would have the wrong sign and would predict a flattened embryo. If the electrodes were isolated instead, their charge $Q$ would be fixed and the stored energy would be $Q^2/(2C)$. A small capacitance change $\delta C=\delta Q/V_0=pE/V_0^2$ would then change it by $-V_0^2\delta C/2=-pE/2$. The result is the same as long as $\delta C\ll C$.

\subsection*{(d) The dipole moment of the deformed embryo}

\textit{Find $p$ to first order in $s$.}

\textbf{Solution.} For the sphere, the potential that vanishes at $r=a$ and tends to $-Ez$ far away is
\begin{equation}
\phi_0=-E\left(r-\frac{a^3}{r^2}\right)P_1 .
\end{equation}
On the deformed surface $r=a(1+sP_2)$ the bracket equals $a[(1+sP_2)-(1-2sP_2)]=3asP_2$ to first order. The sphere's potential therefore leaves an error $-3EasP_1P_2$ on the new surface. A decaying potential $\phi_1$ must cancel it. As $\phi_1$ is itself of order $s$, its boundary value may be imposed at $r=a$:
\begin{equation}
\phi_1(a,\theta)=3EasP_1P_2 .
\end{equation}
From $u^3=(2P_3+3P_1)/5$ it follows that
\begin{equation}
P_1P_2=\frac{3u^3-u}{2}=\frac25P_1+\frac35P_3 .
\end{equation}
Each harmonic $P_l$ decays as $r^{-(l+1)}$, so
\begin{equation}
\phi_1=3Eas\left[\frac25\left(\frac ar\right)^2P_1
+\frac35\left(\frac ar\right)^4P_3\right].
\end{equation}
The complete $P_1/r^2$ term of the potential is $Ea^3(1+6s/5)P_1/r^2$. A dipole in the host has the potential $pP_1/(4\pi\epsilon r^2)$, and comparison gives
\begin{equation}
p=4\pi\epsilon a^3E\left(1+\frac{6s}{5}\right)+O(s^2).
\label{dipole}
\end{equation}
Stretching the embryo along the field moves its positive and negative charges farther apart and raises $p$. By \eqref{elenergy}, this lowers the free energy.

\subsection*{(e) The equilibrium deformation}

\textit{Minimize the total free energy. Find $D$, the energy gained relative to the sphere, and the sense in which the field must be small.}

\textbf{Solution.} The bulk free energy is constant at fixed volume. What remains is
\begin{equation}
F=\gamma S-\frac12pE
=4\pi\gamma a^2\left(1+\frac{2s^2}{5}\right)
-2\pi\epsilon a^3E^2\left(1+\frac{6s}{5}\right).
\end{equation}
The ratio of electrical to capillary stress is measured by
\begin{equation}
x=\frac{\epsilon E^2a}{\gamma},
\end{equation}
and relative to the sphere in the same field
\begin{equation}
\frac{F(s)-F(0)}{\gamma a^2}=\frac{8\pi}{5}s^2-\frac{12\pi}{5}xs .
\label{balance}
\end{equation}
Setting the derivative to zero gives $16s/5=12x/5$, so $s=3x/4$. With $D=3s/4$ from \eqref{Ds},
\begin{equation}
\boxed{\;D=\frac{L-W}{L+W}=\frac{9}{16}\,\frac{\epsilon E^2a}{\gamma}+O(x^2)\;}
\label{law}
\end{equation}
The second derivative of \eqref{balance} is $16\pi/5>0$, so this is a minimum with respect to $s$. Its depth is
\begin{equation}
\frac{F-F(0)}{\gamma a^2}
=\frac{8\pi}{5}\frac{9x^2}{16}-\frac{12\pi}{5}\frac{3x^2}{4}
=-\frac{9\pi}{10}x^2 .
\label{gain}
\end{equation}

The neglected terms are consistently small. Since $s$ is of order $x$, both terms kept in \eqref{balance} are of order $x^2$. An $s^3$ term in the area and an $s^2$ term in the dipole would each contribute at order $x^3$. The condition is thus $x\ll1$; part (g) makes it quantitative.

In \eqref{law}, $E$ is the distant field, and $\epsilon$ includes the relative permittivity of the host. Reversing the field leaves $D$ unchanged. At fixed $E$, $\epsilon$ and $\gamma$, a larger embryo deforms more, because the capillary stress $\gamma/a$ falls with size while the electrical stress does not.

\subsection*{(f) The same balance from forces}

\textit{Use the stress at the surface to find which harmonics are excited at first order.}

\textbf{Solution.} The field at the surface of the sphere is normal to it and equals
\begin{equation}
E_n=-\left.\frac{\partial\phi_0}{\partial r}\right|_{r=a}=3Eu .
\end{equation}
It pulls outward with stress $\epsilon E_n^2/2$. Using $u^2=(1+2P_2)/3$,
\begin{equation}
\frac12\epsilon E_n^2=\frac92\epsilon E^2u^2
=\frac32\epsilon E^2(1+2P_2).
\label{traction}
\end{equation}
Interface tension gives an inward stress $\gamma\kappa$, where $\kappa$ is the divergence of the unit normal. For $r=a(1+\eta)$ with small $\eta$, the normal is the radial unit vector minus the angular gradient of $\eta$, so
\begin{equation}
\kappa=\frac{2}{a}(1-\eta)-\frac1a\nabla_\Omega^2\eta ,
\end{equation}
with $\nabla_\Omega^2$ the Laplacian on the unit sphere. A harmonic of order $l$ and amplitude $s_l$ has $\nabla_\Omega^2\eta=-l(l+1)\eta$. It changes $\gamma\kappa$ by $\gamma(l-1)(l+2)s_l/a$ times that harmonic.

Apart from the electrical stress, the relaxed host exerts a uniform pressure, and so does the embryo. Uniform pressures can balance only the constant part of \eqref{traction}. The $P_2$ part requires
\begin{equation}
\frac{4\gamma s}{a}=3\epsilon E^2,\qquad s=\frac{3x}{4},
\end{equation}
in agreement with part (e). For every other harmonic with $l\geq2$, axisymmetric or not, there is no first-order electrical stress, while the capillary stiffness is positive. Those amplitudes vanish at order $x$. The harmonic $l=1$ is a displacement of the whole embryo and is not driven either. The trial shape of part (a) is therefore complete at first order.

\section{Finite fields and a nanometre-scale example}

The first half considered a neutral conducting embryo of volume $4\pi a^3/3$ in a host of permittivity $\epsilon$, with distant field $E$ and interface tension $\gamma$. Its length along the field is $L$, its width is $W$, and $D=(L-W)/(L+W)$. With $x=\epsilon E^2a/\gamma$, the small-field results are
\begin{equation}
r=a(1+sP_2),\quad s=\frac{3x}{4},\quad D=\frac{9x}{16},\quad
F-F(0)=-\frac{9\pi}{10}\gamma a^2x^2 .
\label{recap}
\end{equation}
The free energy is $F=\gamma S-pE/2$, with $S$ the area and $p$ the induced dipole moment. The stress on the surface is the outward pull $\epsilon E_n^2/2$ against the capillary stress $\gamma\kappa$, where $E_n$ is the normal field and $\kappa$ the divergence of the unit normal.

For weak fields, the energy and force balances agree: the embryo stretches along the field with $D=9x/16$, and only the harmonic $P_2$ is excited at first order in $x$. It remains to find how small $x$ must be, to apply the result to a nanometre-scale example, and to estimate the effects the model leaves out.
